# Threefold rotor correction to the harmonic free energy of Ti(NMe2)4: verification in Python

```python
"""
Free energy of Ti(NMe2)4 with eight methyl torsions treated as threefold rotors.
Result under test:
    F = F_HO(full Hessian) + sum_i [F_rot,i - F_1D(omega_i)]
    F_rot = -kT ln(Z_rot/3),  omega_i = harmonic limit of the same rotor i.
V(phi) = V3/2 (1-cos 3phi) + V6/2 (1-cos 6phi);  B = hbar^2/(2 I).
I: methyl inertia about its axis.  Energies in meV, temperatures in K.
The main example has V6 = 0; V6 is used to size a neglected effect.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ive

MEV = sc.e * 1e-3
KB = sc.k / MEV

# ---------- rough geometry of one amide group (nm, degrees) ----------
R_CH, R_NC, HALF_CNC = 0.109, 0.146, 55.0
M_H, M_C = sc.m_p + sc.m_e, 12 * sc.u
ALPHA = np.radians(HALF_CNC)


def methyl(side, phi):
    """Carbon and three hydrogens; N at origin, Ti-N axis along z."""
    axis = np.array([side * np.sin(ALPHA), 0.0, np.cos(ALPHA)])
    e1 = np.array([0.0, 1.0, 0.0])
    e2 = np.cross(axis, e1)
    carbon = R_NC * axis
    atoms = [carbon]
    for j in range(3):
        chi = phi + 2 * np.pi * j / 3
        radial = np.cos(chi) * e1 + np.sin(chi) * e2
        atoms.append(carbon + R_CH * (axis / 3 + np.sqrt(8) / 3 * radial))
    return np.array(atoms)


def amide(phi, theta):
    """Torsion phi of one methyl, twist theta of the whole amide about z."""
    xyz = np.vstack([methyl(1, phi), methyl(-1, 0.3)])
    c, s = np.cos(theta), np.sin(theta)
    return xyz @ np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]]).T


MASSES = np.array([M_C, M_H, M_H, M_H] * 2)


def mass_matrix(phi, step=1e-4):
    """Kinetic-energy matrix for (phi, theta) from atomic displacements."""
    d = [(amide(phi + step, 0) - amide(phi - step, 0)) / (2 * step),
         (amide(phi, step) - amide(phi, -step)) / (2 * step)]
    return 1e-18 * np.array([[np.sum(MASSES[:, None] * a * b) for b in d]
                             for a in d])


INERTIA = 3 * M_H * (R_CH * 1e-9 * np.sqrt(8) / 3) ** 2
B = sc.hbar ** 2 / (2 * INERTIA) / MEV
MASS = mass_matrix(0.0)
for angle in (0.0, 0.4, 1.1):
    mm = mass_matrix(angle)
    assert np.allclose(mm, MASS, rtol=1e-6, atol=0)
    assert abs(mm[0, 0] / INERTIA - 1) < 1e-6
    assert abs(mm[0, 1] / (INERTIA * np.cos(ALPHA)) - 1) < 1e-6


# ---------- rotor in plane waves ----------
def potential(phi, v3, v6=0.0):
    return v3 / 2 * (1 - np.cos(3 * phi)) + v6 / 2 * (1 - np.cos(6 * phi))


def block(v3, v6, s, kmax, b=B):
    """Hamiltonian for m = 3k+s; returns the m values and the matrix."""
    m = 3 * np.arange(-kmax, kmax + 1) + s
    n = len(m)
    h = np.diag(b * m ** 2 + (v3 + v6) / 2)
    h -= v3 / 4 * (np.eye(n, k=1) + np.eye(n, k=-1))
    h -= v6 / 4 * (np.eye(n, k=2) + np.eye(n, k=-2))
    return m, h


def levels(v3, v6=0.0, kmax=25):
    return [np.linalg.eigvalsh(block(v3, v6, s, kmax)[1]) for s in (0, 1, -1)]


def free(e, temp, wells=1):
    kt = KB * temp
    e0 = np.min(e)
    return e0 - kt * np.log(np.sum(np.exp(-(e - e0) / kt)) / wells)


def f_ho(w, temp):
    kt = KB * temp
    return w / 2 + kt * np.log1p(-np.exp(-w / kt))


def quantum(v3, v6=0.0):
    return np.sqrt(2 * B * (4.5 * v3 + 18 * v6))


def correction(v3, temp, v6=0.0, kmax=25):
    e = np.concatenate(levels(v3, v6, kmax))
    return free(e, temp, 3) - f_ho(quantum(v3, v6), temp)


V_A, V_B, T_DEL, T_DEP = 50.0, 90.0, 333.0, 423.0
KT = KB * T_DEP


# levels against finite differences, with Richardson extrapolation
def grid_levels(n, v3, v6):
    x = 2 * np.pi * np.arange(n) / n
    h = x[1] - x[0]
    shift = np.roll(np.eye(n), 1, axis=0)
    t = B / h ** 2 * (2 * np.eye(n) - shift - shift.T)
    return np.linalg.eigvalsh(t + np.diag(potential(x, v3, v6)))[:15]


for v3, v6 in ((V_A, 0.0), (V_B, 2.0)):
    fd = (4 * grid_levels(720, v3, v6) - grid_levels(360, v3, v6)) / 3
    pw = np.sort(np.concatenate(levels(v3, v6)))[:15]
    assert np.max(np.abs(fd - pw)) < 2e-3
    d = 1e-3
    curv = (potential(d, v3, v6) + potential(-d, v3, v6)) / d ** 2
    assert abs(np.sqrt(2 * B * curv) / quantum(v3, v6) - 1) < 1e-4
basis_change = abs(correction(V_B, T_DEP, kmax=12)
                   - correction(V_B, T_DEP, kmax=25))
assert basis_change < 1e-5

# ---------- proton permutation and the division by three ----------
lev_a, lev_b = levels(V_A), levels(V_B)
split_a = lev_a[1][0] - lev_a[0][0]
split_b = lev_b[1][0] - lev_b[0][0]
perm = np.zeros((8, 8))
for i in range(8):
    a, b_, c = (i >> 2) & 1, (i >> 1) & 1, i & 1
    perm[(c << 2) | (a << 1) | b_, i] = 1
m_all = np.arange(-40, 41)
h_all = np.diag(B * m_all ** 2 + V_A / 2)
h_all = h_all - V_A / 4 * (np.eye(81, k=3) + np.eye(81, k=-3))
e_all, u_all = np.linalg.eigh(h_all)
turn = np.kron(np.diag(np.exp(2j * np.pi * m_all / 3)), perm)
projector = (np.eye(648) + turn + turn @ turn) / 3
weights = [np.sum([np.exp(2j * np.pi * s * k / 3)
                   * np.trace(np.linalg.matrix_power(perm, k))
                   for k in range(3)]).real / 3 for s in (0, 1, -1)]


def spin_ratio(temp):
    """Pauli-allowed sum per spin state, divided by Z_rot/3."""
    w = np.exp(-(e_all - e_all[0]) / (KB * temp))
    rho = (u_all * w) @ u_all.T
    allowed = np.sum(projector * np.kron(rho, np.eye(8)).T).real
    by_weight = sum(g * np.sum(np.exp(-(e - e_all[0]) / (KB * temp)))
                    for g, e in zip(weights, lev_a))
    assert abs(allowed / by_weight - 1) < 1e-6
    return allowed / 8 / (np.sum(w) / 3)


ratio_hot = spin_ratio(T_DEP)
ratio_cold = spin_ratio(split_a / KB)
assert abs(ratio_hot - 1) < 1e-9
assert ratio_cold > 1.1

# ---------- high-barrier limit ----------
relative = []
for v3 in (1000.0, 2000.0):
    w = quantum(v3)
    quartic = -9 * B / 16 / np.tanh(w / (2 * KT)) ** 2
    relative.append(abs(correction(v3, T_DEP, kmax=35) / quartic - 1))
assert relative[1] < 0.05 and relative[1] < relative[0]


# ---------- classical limit and first quantum correction ----------
def phase_ratio(v):
    return np.sqrt(2 * np.pi * v) * ive(0, v)


def classical(v3, temp):
    return -KB * temp * np.log(phase_ratio(v3 / (2 * KB * temp)))


def estimate(v3, temp):
    v = v3 / (2 * KB * temp)
    return classical(v3, temp) - quantum(v3) ** 2 / (24 * KB * temp) * (
        1 - ive(1, v) / ive(0, v))


for v3 in (V_A, V_B):
    full = correction(v3, T_DEP)
    assert abs(estimate(v3, T_DEP) - full) < 0.03
    assert abs(estimate(v3, T_DEP) - full) < abs(classical(v3, T_DEP) - full)
best = minimize_scalar(lambda v: -phase_ratio(v), bounds=(0.1, 5),
                       method="bounded")
v_zero = brentq(lambda v: phase_ratio(v) - 1, 0.01, 0.6)

# ---------- one methyl coupled to a resonant amide twist ----------
g = sc.hbar ** 2 / 2 * np.linalg.inv(MASS) / MEV
b_twist = sc.hbar ** 2 / (2 * MASS[1, 1]) / MEV
w_t = quantum(V_A)
k_twist = w_t ** 2 / (2 * b_twist)
n_osc = 45
w_osc = np.sqrt(2 * g[1, 1] * k_twist)
ladder = np.diag(np.sqrt(np.arange(1, n_osc)), 1)
p_osc = np.sqrt(w_osc / (4 * g[1, 1])) * (ladder + ladder.T)
coupled = []
for s in (0, 1):
    m, h1 = block(V_A, 0.0, s, 11, b=g[0, 0])
    h2 = np.kron(h1, np.eye(n_osc))
    h2 += np.kron(np.eye(len(m)), np.diag(w_osc * (np.arange(n_osc) + 0.5)))
    h2 += 2 * g[0, 1] * np.kron(np.diag(m), p_osc)
    coupled.append(np.linalg.eigvalsh(h2))
coupled = np.concatenate([coupled[0], coupled[1], coupled[1]])
k_mat = np.diag([4.5 * V_A, k_twist])
modes = np.sort(np.sqrt(np.linalg.eigvals(2 * g @ k_mat).real))


def twist_errors(temp):
    exact = free(coupled, temp, 3)
    rot = free(np.concatenate(lev_a), temp, 3)
    both = f_ho(modes[0], temp) + f_ho(modes[1], temp)
    matched = both + rot - f_ho(w_t, temp) - exact
    return (matched, both - f_ho(modes[0], temp) + rot - exact,
            both - f_ho(modes[1], temp) + rot - exact)


err_match, err_low, err_high = twist_errors(T_DEP)
err_cold = twist_errors(150.0)[0]
assert abs(err_match) < 0.1
assert min(abs(err_low), abs(err_high)) > 1.0


# ---------- gearing of two methyls on one nitrogen ----------
def pair_error(w_gear):
    """Scheme minus two-dimensional result for one pair."""
    e = []
    for s1 in (0, 1, -1):
        for s2 in (0, 1, -1):
            ha, hb = block(V_A, 0, s1, 10)[1], block(V_B, 0, s2, 10)[1]
            one = np.eye(21)
            anti = np.eye(21, k=1) - np.eye(21, k=-1)
            h = np.kron(ha, one) + np.kron(one, hb)
            h -= w_gear / 4 * np.kron(anti, anti)
            e.append(np.linalg.eigvalsh(h))
    hess = np.array([[4.5 * V_A, 9 * w_gear], [9 * w_gear, 4.5 * V_B]])
    w = np.sqrt(np.linalg.eigvalsh(2 * B * hess))
    scheme = (f_ho(w[0], T_DEP) + f_ho(w[1], T_DEP)
              + correction(V_A, T_DEP) + correction(V_B, T_DEP))
    return scheme - free(np.concatenate(e), T_DEP, 9)


W_GEAR = 5.0
assert abs(pair_error(0.0)) < 1e-3
gear = pair_error(W_GEAR)
assert abs(gear) < 2.0


# ---------- totals for eight methyls ----------
def total(temp, extra=0.0, v6=0.0):
    return 4 * (correction(V_A + extra, temp, v6)
                + correction(V_B + extra, temp, v6))


def entropy_correction(v3, temp):
    kt = KB * temp
    e, w = np.concatenate(levels(v3)), quantum(v3)
    p = np.exp(-(e - e.min()) / kt)
    s_rot = (np.sum(p * e) / np.sum(p) - free(e, temp, 3)) / temp
    u_ho = w / 2 + w / np.expm1(w / kt)
    return s_rot - (u_ho - f_ho(w, temp)) / temp


ds = 4 * (entropy_correction(V_A, T_DEP) + entropy_correction(V_B, T_DEP))
slope = -(total(T_DEP + 0.5) - total(T_DEP - 0.5))
assert abs(ds - slope) < 1e-5
df = total(T_DEP)
double = 4 * (f_ho(quantum(V_A), T_DEP) + f_ho(quantum(V_B), T_DEP))
V6, EXTRA = 2.0, 20.0
v6_plus = total(T_DEP, v6=V6) - df
v6_minus = total(T_DEP, v6=-V6) - df
df_del, df_cond = total(T_DEL), total(T_DEL, EXTRA)
p_gas = np.exp(-df_del / (KB * T_DEL))
p_net = np.exp(-(df_del - df_cond) / (KB * T_DEL))


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("C-H length (rough)", R_CH, "nm")
show("N-C length (rough)", R_NC, "nm")
show("half C-N-C angle (rough)", HALF_CNC, "deg", 1)
show("methyl inertia", INERTIA * 1e47, "1e-47 kg m2")
show("amide twist inertia", MASS[1, 1] * 1e47, "1e-47 kg m2", 2)
show("rotational constant B", B, "meV", 4)
show("barrier, set A", V_A, "meV", 1)
show("barrier, set B", V_B, "meV", 1)
show("harmonic quantum, set A", quantum(V_A), "meV")
show("harmonic quantum, set B", quantum(V_B), "meV")
show("rotor ground level, set A", lev_a[0][0], "meV")
show("rotor ground level, set B", lev_b[0][0], "meV")
show("tunnel splitting, set A", split_a * 1e6, "neV", 1)
show("tunnel splitting, set B", split_b * 1e6, "neV", 1)
show("splitting A as temperature", split_a / KB * 1e3, "mK", 2)
print("spin weights, m mod 3 = 0,1,-1:", *[f"{x:.0f}" for x in weights])
show("allowed sum/(Z/3) at kT = splitting A", ratio_cold)
show("kT at 423 K", KT, "meV")
for name, v3 in (("A", V_A), ("B", V_B)):
    e = np.concatenate(levels(v3))
    show(f"F_rot per methyl, {name}, 423 K", free(e, T_DEP, 3), "meV")
    show(f"F_1D per methyl, {name}, 423 K", f_ho(quantum(v3), T_DEP), "meV")
    show(f"correction per methyl, {name}, 423 K",
         correction(v3, T_DEP), "meV")
    show(f"classical correction, {name}, 423 K", classical(v3, T_DEP), "meV")
    show(f"with first quantum term, {name}, 423 K",
         estimate(v3, T_DEP), "meV")
show("V3/kT at most negative classical correction", 2 * best.x)
show("that correction / kT", -np.log(-best.fun), "", 4)
show("V3/kT where classical correction vanishes", 2 * v_zero)
for temp in (T_DEL, T_DEP, 473.0):
    show(f"eight-methyl correction, {temp:.0f} K", total(temp), "meV", 2)
show("same at 423 K, converted", df * MEV * sc.N_A / 1e3, "kJ/mol", 2)
show("entropy correction, 423 K", ds, "meV/K", 4)
show("partition-function factor, 423 K", np.exp(-df / KT))
show("error if harmonic terms are kept, 423 K", double, "meV", 1)
show("error if factor 3 is omitted, 423 K", -8 * KT * np.log(3), "meV", 1)
show("mixed mode, lower", modes[0], "meV")
show("mixed mode, upper", modes[1], "meV")
show("twist test error, matched subtraction, 423 K", err_match, "meV", 4)
show("twist test error, lower mode replaced, 423 K", err_low, "meV")
show("twist test error, upper mode replaced, 423 K", err_high, "meV")
show("twist test error, matched subtraction, 150 K", err_cold, "meV", 4)
show("trial gearing W", W_GEAR, "meV", 1)
show("gearing error, four pairs, 423 K", 4 * gear, "meV")
show("trial sixfold term, magnitude", V6, "meV", 1)
show("change of correction for +V6, 423 K", v6_plus, "meV", 2)
show("change of correction for -V6, 423 K", v6_minus, "meV", 2)
show("condensed-phase barrier increase (trial)", EXTRA, "meV", 1)
show("condensed-phase correction, 333 K", df_cond, "meV", 2)
show("1 Torr becomes, gas corrected only, 333 K", p_gas, "Torr")
show("1 Torr becomes, both phases corrected, 333 K", p_net, "Torr")
print("every check passed")
```

Printed output:

```
C-H length (rough): 0.109 nm
N-C length (rough): 0.146 nm
half C-N-C angle (rough): 55.0 deg
methyl inertia: 5.302 1e-47 kg m2
amide twist inertia: 86.45 1e-47 kg m2
rotational constant B: 0.6546 meV
barrier, set A: 50.0 meV
barrier, set B: 90.0 meV
harmonic quantum, set A: 17.163 meV
harmonic quantum, set B: 23.026 meV
rotor ground level, set A: 8.194 meV
rotor ground level, set B: 11.132 meV
tunnel splitting, set A: 1122.2 neV
tunnel splitting, set B: 33.3 neV
splitting A as temperature: 13.02 mK
spin weights, m mod 3 = 0,1,-1: 4 2 2
allowed sum/(Z/3) at kT = splitting A: 1.182
kT at 423 K: 36.451 meV
F_rot per methyl, A, 423 K: -33.140 meV
F_1D per methyl, A, 423 K: -27.121 meV
correction per methyl, A, 423 K: -6.019 meV
classical correction, A, 423 K: -5.790 meV
with first quantum term, A, 423 K: -6.018 meV
F_rot per methyl, B, 423 K: -21.521 meV
F_1D per methyl, B, 423 K: -16.140 meV
correction per methyl, B, 423 K: -5.381 meV
classical correction, B, 423 K: -5.089 meV
with first quantum term, B, 423 K: -5.378 meV
V3/kT at most negative classical correction: 1.580
that correction / kT: -0.1614
V3/kT where classical correction vanishes: 0.516
eight-methyl correction, 333 K: -33.92 meV
eight-methyl correction, 423 K: -45.60 meV
eight-methyl correction, 473 K: -51.18 meV
same at 423 K, converted: -4.40 kJ/mol
entropy correction, 423 K: 0.1189 meV/K
partition-function factor, 423 K: 3.494
error if harmonic terms are kept, 423 K: -173.0 meV
error if factor 3 is omitted, 423 K: -320.4 meV
mixed mode, lower: 16.060 meV
mixed mode, upper: 18.529 meV
twist test error, matched subtraction, 423 K: 0.0047 meV
twist test error, lower mode replaced, 423 K: 2.467 meV
twist test error, upper mode replaced, 423 K: -2.843 meV
twist test error, matched subtraction, 150 K: 0.0065 meV
trial gearing W: 5.0 meV
gearing error, four pairs, 423 K: -1.377 meV
trial sixfold term, magnitude: 2.0 meV
change of correction for +V6, 423 K: -10.27 meV
change of correction for -V6, 423 K: 12.64 meV
condensed-phase barrier increase (trial): 20.0 meV
condensed-phase correction, 333 K: -29.32 meV
1 Torr becomes, gas corrected only, 333 K: 3.261 Torr
1 Torr becomes, both phases corrected, 333 K: 1.174 Torr
every check passed
```
